# Shake-up doublets of core-ionized ethylene from singlet and triplet parents

## Question

I am trying to work out the π→π* shake-up satellites in the C 1s photoelectron spectrum of ethylene. After ionization and shake-up there are three singly occupied orbitals: the core orbital $c$, π and π*. Coupling the core spin to a singlet or a triplet ππ* pair gives two doublets.

My model has one 2p orbital per carbon, $\chi_1$ and $\chi_2$, taken as orthonormal, with two π electrons and the core hole on carbon 1. The parameters are round numbers:

- hopping $t=2.5$ eV;
- π repulsion $U=11$ eV on one carbon and $V=7$ eV between carbons;
- core–π Coulomb integrals $J_1=16.5$ eV and $J_2=10$ eV for carbons 1 and 2;
- core exchange integral $K=1$ eV with $\chi_1$.

I am stuck on the intensities. The π electrons start as a singlet and the sudden removal of a core electron does not touch them, so the triplet-parent state should be dark. But core exchange mixes the two doublets. Do I just diagonalize a 2×2 matrix and share out the singlet's intensity?

## Answer

The 2×2 matrix is the right start, but its quality depends on how the singlet parent is built. With the correlated parent of section 3 it gives good energies in this model, yet a poor intensity for the weaker line, because the triplet parent also mixes with the main line, which carries most of the intensity. The π space is small enough to treat completely.

I assume a localized hole, no core hopping, frozen σ electrons, no vibrations and no spin–orbit coupling. Ionizing the other carbon gives an identical spectrum.

### 1. The Hamiltonian after ionization

In the neutral molecule a π electron on carbon 1 interacts with the full core through $2J_1-K$. Together with the nuclear attraction this makes the two carbons equivalent, and I set their common site energy to zero.

With one core electron left, its interaction with an electron in $\chi_1$ is
$$J_1-K\left(\tfrac12+2\,\mathbf s_c\cdot\mathbf s_1\right),$$
with spins in units of $\hbar$. This equals $J_1-K$ for a triplet pair ($\mathbf s_c\cdot\mathbf s_1=\tfrac14$) and $J_1+K$ for a singlet pair ($-\tfrac34$), as it should. Subtracting the closed-core value leaves
$$-(J_1-K/2)-2K\,\mathbf s_c\cdot\mathbf s_1 .$$
On carbon 2 the change is $-J_2$. Since $n_1+n_2=2$, the spin-independent part is $-2J_2-\Delta n_1$, with
$$\Delta=J_1-\frac K2-J_2=6\ \text{eV}.$$

Two π electrons repel by $U$ on the same carbon and by $V$ on different carbons. Apart from the constant $V$, the repulsion is therefore $W=U-V=4$ eV for a doubly occupied carbon and zero otherwise. Dropping constants,
$$H=H_\pi(t,W)-\Delta n_1-2K\,\mathbf s_c\cdot\mathbf s_1 .$$

### 2. The two doublets

Let $S_0=(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ be the singlet spin function of the π pair, and $T_+=\uparrow\uparrow$, $T_0=(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ two triplet functions. The singlet-parent doublet with $M=+\tfrac12$ is $D_S=c_\uparrow\,{}^1(\pi\pi^*)$.

For the triplet parent, try $x\,c_\downarrow T_++y\,c_\uparrow T_0$. A doublet with $M=+\tfrac12$ must vanish under the total raising operator, which gives $(x+\sqrt2\,y)\,c_\uparrow T_+=0$. After normalization,
$$D_T=\sqrt{\tfrac23}\,c_\downarrow T_+-\sqrt{\tfrac13}\,c_\uparrow T_0 .$$

Write the orbitals as
$$\pi=\cos\theta\,\chi_1+\sin\theta\,\chi_2,\qquad \pi^*=-\sin\theta\,\chi_1+\cos\theta\,\chi_2 .$$
The spatial singlets of the pair are $I_1=\chi_1\chi_1$, $I_2=\chi_2\chi_2$ and the covalent $C=(\chi_1\chi_2+\chi_2\chi_1)/\sqrt2$. Multiplying out the products gives
$${}^1(\pi\pi^*)=\frac{\sin2\theta}{\sqrt2}(I_2-I_1)+\cos2\theta\,C,$$
$$\pi\pi^*-\pi^*\pi=\chi_1\chi_2-\chi_2\chi_1 .$$
The triplet does not depend on $\theta$.

Without exchange, $I_1,I_2,C$ have diagonal energies $W-2\Delta$, $W$, $-\Delta$. Hopping couples $C$ to each ionic function by $-\sqrt2\,t$. In the triplet the hopping terms cancel, so its energy is $-\Delta$.

**Exchange.** In $I_1$ and $I_2$ carbon 1 holds a spin pair or nothing, so $\mathbf s_1$ gives zero.

In the triplet the two π spins are equivalent, so within it $\mathbf s_1=\mathbf S_\pi/2$. For the doublet, $\mathbf s_c\cdot\mathbf S_\pi=\tfrac12(\tfrac34-\tfrac34-2)=-1$, and exchange contributes $+K$. For the quartet this product is $+\tfrac12$, and the contribution is $-K/2$.

Between $c_\uparrow C$ and $D_T$ I need $s_{1z}T_0=\tfrac12S_0$ and $\langle S_0|s_1^-|T_+\rangle=-1/\sqrt2$:
$$\langle \mathbf s_c\cdot\mathbf s_1\rangle=-\frac1{\sqrt3}\cdot\frac12\cdot\frac12+\sqrt{\frac23}\cdot\frac12\left(-\frac1{\sqrt2}\right)=-\frac{\sqrt3}{4}.$$
Multiplying by $-2K$ gives a coupling $\kappa=\sqrt3K/2=0.866$ eV. Hence
$$H_{SS}=-\Delta+W\sin^22\theta,\quad H_{TT}=-\Delta+K,\quad H_{ST}=\kappa\cos2\theta .$$
In $H_{SS}$ the two hopping contributions cancel because $I_1$ and $I_2$ enter with opposite signs.

**Choice of orbitals.** The closed-shell state $\pi^2$ has energy
$$E(\theta)=-2t\sin2\theta-2\Delta\cos^2\theta+W\left(1-\tfrac12\sin^22\theta\right).$$
Setting $\tfrac12dE/d\theta=0$ gives
$$-2t\cos2\theta+\Delta\sin2\theta-W\sin2\theta\cos2\theta=0,$$
so $\theta=26.96^\circ$: the π orbital has moved towards the core hole, with weight 0.79 on carbon 1. The matrix elements are $H_{SS}=-3.39$, $H_{TT}=-5.00$ and $H_{ST}=0.51$ eV.

Since $d\pi/d\theta=\pi^*$, this condition also removes the coupling between $\pi^2$ and $D_S$. It does not remove the coupling of $D_S$ to $\pi^{*2}$. Because $d\pi^*/d\theta=-\pi$, that coupling is $-(dE^*/d\theta)/(2\sqrt2)$, where
$$E^*=2t\sin2\theta-2\Delta\sin^2\theta+W\left(1-\tfrac12\sin^22\theta\right)$$
is the energy of $\pi^{*2}$. Using the stationary condition to eliminate $t$, it becomes $\sqrt2\,W\sin2\theta\cos2\theta\approx2.7$ eV. That is too large to ignore.

### 3. Better singlet parents

I therefore diagonalize the singlet π problem completely, still without exchange. For an eigenvalue $\varepsilon$, the $I_1$ and $I_2$ rows give the ionic components
$$i_1=-\frac{\sqrt2\,t\,C_k}{\varepsilon+2\Delta-W},\qquad i_2=-\frac{\sqrt2\,t\,C_k}{\varepsilon-W},$$
where $C_k$ is the covalent coefficient of parent $k$, chosen positive. The covalent row, $(\varepsilon+\Delta)C_k=-\sqrt2\,t(i_1+i_2)$, then becomes
$$\varepsilon+\Delta=2t^2\left[\frac1{\varepsilon+2\Delta-W}+\frac1{\varepsilon-W}\right].$$
With energies in eV, clearing denominators gives
$$(\varepsilon+11)(\varepsilon^2-\varepsilon-22)=0 .$$

Normalization gives
$$C_k=\left[1+\frac{2t^2}{(\varepsilon_k+2\Delta-W)^2}+\frac{2t^2}{(\varepsilon_k-W)^2}\right]^{-1/2}.$$

| Singlet parent | $\varepsilon_k$ (eV) | $C_k$ |
|---|---:|---:|
| main | −11.000 | 0.640 |
| π→π* | −4.217 | 0.697 |
| doubly excited | 5.217 | 0.324 |

The middle parent is 91% ${}^1(\pi\pi^*)$ in the relaxed orbitals, so its name is justified. It lies 0.83 eV below the single-configuration value, which halves its distance from the triplet parent.

### 4. What the sudden approximation supplies

In the neutral molecule $\Delta=0$, and the ground state contains $C$ and $(I_1+I_2)/\sqrt2$, coupled by $-2t$. Its energy is
$$E_n=\frac W2-\sqrt{\frac{W^2}{4}+4t^2}=-3.385\ \text{eV},$$
and its covalent coefficient is
$$C_0=\left[1+\frac{4t^2}{(E_n-W)^2}\right]^{-1/2}=0.828 .$$
Each ionic coefficient is $-\sqrt2\,tC_0/(E_n-W)$.

Removing a core electron of spin down leaves $c_\uparrow$ times this same π state, up to a sign. Its overlap with parent $k$ is
$$a_k=C_kC_0\left[1+\frac{2t^2}{E_n-W}\left(\frac1{\varepsilon_k+2\Delta-W}+\frac1{\varepsilon_k-W}\right)\right].$$
The parent equation replaces $2t^2(\ldots)$ by $\varepsilon_k+\Delta$, so
$$a_k=C_kC_0\left[1+\frac{\varepsilon_k+\Delta}{E_n-W}\right].$$
The values are 0.888, 0.438 and −0.139. The triplet parent has zero overlap, as you said. So does the quartet, which stays dark because nothing here changes the total spin.

### 5. The 2×2 calculation with the correlated parent

The single-configuration matrix of section 2 gives levels of −5.15 and −3.24 eV. With the singlet overlap $C_0\cos2\theta=0.488$ and a mixing angle of $16.2^\circ$, its intensities are 0.018 and 0.22. Against the full results of section 6, the lower intensity happens to be close, but the upper level is 0.64 eV too high and its intensity too large. I therefore use the correlated parent. Keep the π→π* singlet parent, with subscript $S$, and the triplet parent at $-\Delta+K=-5$ eV. Their coupling is $\kappa C_S=0.866\times0.697=0.604$ eV. The levels are
$$\frac{-4.217-5.000}{2}\mp\sqrt{\left(\frac{0.783}{2}\right)^2+0.604^2},$$
or −5.33 and −3.89 eV. The mixing angle follows from
$$\tan2\varphi=\frac{2\kappa C_S}{\varepsilon_S+\Delta-K},\qquad \varphi=28.5^\circ .$$

The lower state contains the singlet parent with amplitude $-\sin\varphi$, the upper one with $\cos\varphi$. The predicted intensities are
$$a_S^2\sin^2\varphi=0.044,\qquad a_S^2\cos^2\varphi=0.148 .$$

### 6. All four doublets

Exchange couples the triplet parent to every singlet parent through its covalent part, with strength $\kappa C_k$. Let $\tau$ be the triplet-parent coefficient in an eigenstate of energy $\lambda$. The singlet rows give the coefficients
$$x_k=\frac{\kappa C_k\tau}{\lambda-\varepsilon_k}.$$
Inserting these in the triplet row, $(\lambda+\Delta-K)\tau=\kappa\sum_kC_kx_k$, yields
$$\lambda+\Delta-K=\kappa^2\sum_k\frac{C_k^2}{\lambda-\varepsilon_k}.$$

The sum is the covalent diagonal element of $(\lambda-H_{\rm singlet})^{-1}$. Eliminating $I_1$ and $I_2$ as in section 3 gives
$$\sum_k\frac{C_k^2}{\lambda-\varepsilon_k}=\left[\lambda+\Delta-\frac{2t^2}{\lambda+2\Delta-W}-\frac{2t^2}{\lambda-W}\right]^{-1}.$$
The energies in eV are therefore the roots of
$$(\lambda+5)(\lambda+11)(\lambda^2-\lambda-22)=0.75(\lambda+8)(\lambda-4).$$

Normalization fixes $\tau$, and the overlap with the suddenly prepared state gives the intensity:
$$\tau^2=\left[1+\kappa^2\sum_k\frac{C_k^2}{(\lambda-\varepsilon_k)^2}\right]^{-1},\qquad I=\left|\kappa\tau\sum_k\frac{a_kC_k}{\lambda-\varepsilon_k}\right|^2 .$$

| Final state | $\lambda$ (eV) | Triplet weight $\tau^2$ | $I$ |
|---|---:|---:|---:|
| main | −11.051 | 0.008 | 0.788 |
| lower satellite | −5.292 | 0.755 | 0.018 |
| upper satellite | −3.881 | 0.236 | 0.175 |
| doubly excited | 5.225 | 0.001 | 0.019 |

The satellites lie 5.76 and 7.17 eV above the main line in binding energy, or 0.923 and 1.149 aJ. Their intensities are 2.3% and 22% of the main line. "Triplet parent" and "singlet parent" describe the dominant character of these states; they are not exact labels.

### 7. Why the weak line changes

The 2×2 levels are within 0.04 eV of the full ones. Measured from the unmixed main parent at −11.000 eV they lie at 5.67 and 7.11 eV, within 0.09 eV of the full satellite positions, since exchange also lowers the main line by 0.05 eV. The lower intensity, however, was 0.044 instead of 0.018. The amplitudes, listed in the order main, π→π* and doubly excited parent, show the reason:
$$A_{\rm lower}=0.075-0.213+0.003=-0.135,$$
$$A_{\rm upper}=0.034+0.382+0.002=0.418 .$$

For the first two parents $a_kC_k$ is positive. The lower satellite lies above the main parent but below the π→π* parent, so the two denominators $\lambda-\varepsilon_k$ have opposite signs and the contributions oppose. The upper satellite lies above both, so they add. Restoring the main parent to the 2×2 problem already gives 0.0195 for the lower line.

### 8. Limits and checks

At fixed $\Delta$, the triplet-parent intensity vanishes as $K^2$ when $K\to0$. The leading term is $0.00215\,K^2$ with $K$ in eV. At $K=1$ eV this would give 0.002, far below the full 0.018, so the leading-order law is unusable there. For small $K$ the triplet parent sits at −6 eV, and the two main contributions, divided by $\kappa$, are $0.114$ and $-0.171$: they largely cancel. At $K=1$ eV the level is closer to the π→π* parent, and the cancellation is weaker.

If $\Delta=0$, the neutral ground state is itself the main singlet parent. Direct shake-up then disappears, and satellite intensity can arise only through exchange.

The four intensities sum to one because the suddenly prepared state is normalized and the four doublets are complete in this model. Its mean energy is also fixed. The neutral state has $\langle n_1\rangle=1$, and exchange averages to zero in a π singlet, so
$$\sum_fI_f\lambda_f=E_n-\Delta=-9.385\ \text{eV}.$$

The numerical check checks the energies and intensities against a diagonalization built from the original integrals.

These numbers belong to the round parameters, not to measured ethylene. The degree of mixing is sensitive to them: at the same $\Delta$, $K=0.6$ eV lowers the weak-line intensity from 0.018 to 0.004. Unscreened integrals over Hartree–Fock π and π* orbitals of ethylene depend strongly on the basis, with $K\approx0.6$ eV and $\Delta\approx13$ eV in STO-3G and $K\approx0.4$ eV and $\Delta\approx9$ eV in cc-pVDZ. With them and frozen σ electrons, the lower line is 98–99% triplet parent and its intensity is only 0.002 and 0.0003, respectively. The intensities also need a photoelectron fast enough for the sudden approximation. Near threshold, its interaction with the ion and the energy dependence of the ionization amplitude can change the ratios. Comparison with experiment would further require σ relaxation, a larger orbital space and vibrational structure.

## Computed results

```
Hopping t: 2.500 eV
Repulsions U, V: 11.000, 7.000 eV
Core Coulomb J1, J2: 16.500, 10.000 eV
Core exchange K: 1.000 eV
W and Delta: 4.000, 6.000 eV
Relaxed orbital angle theta: 26.957 degrees
pi weights on carbons 1, 2: 0.7945, 0.2055
Configuration H_SS, H_TT: -3.3876, -5.0000 eV
Configuration H_ST: 0.5101 eV
Neutral energy E_n: -3.3852 eV
Neutral covalent coefficient C_0: 0.8281
Singlet parents: main, pi-pi*, double
  energies (eV): -11.0000 -4.2170 5.2170
  covalent coefficients C: 0.6396 0.6970 0.3242
  neutral overlaps a: 0.8882 0.4378 -0.1393
pi-pi* weight in singlet parent: 0.9103
Exchange constant kappa: 0.8660 eV
Two-state coupling kappa C_S: 0.6036 eV
Two-state mixing angle: 28.516 degrees
Two-state levels (eV): -5.3279 -3.8890
Two-state intensities: 0.04368 0.14799
Full levels: main, lower, upper, double
  energies (eV): -11.0512 -5.2925 -3.8811 5.2247
  excitation (eV): 0.0000 5.7587 7.1701 16.2759
  triplet weights: 0.0085 0.7547 0.2361 0.0008
  intensities: 0.78810 0.01831 0.17464 0.01895
Satellite energies (aJ): 0.9226 1.1488
Satellite/main intensities (%): 2.324 22.159
Amplitude parts: main, pi-pi*, double parents
  lower satellite: 0.07488 -0.21345 0.00323
  upper satellite: 0.03358 0.38223 0.00209
Total satellite amplitudes: -0.13533 0.41790
Lower intensity with main parent restored: 0.01950
Quartet energy: -6.5000 eV
Quartet excitation energy: 4.5512 eV
Sum of intensities: 1.000000
Spectral centroid: -9.3852 eV
Sum-rule value E_n - Delta: -9.3852 eV
Weak-exchange coefficient I/K^2: 0.00215 eV^-2
```
